# Skin and bulk etch rates of a nitride film from two removals

## Problem

A silicon nitride film carries an oxynitride skin of known thickness \(s = 2.0\) nm. The skin etches more slowly than the nitride beneath it. Two identical samples are etched in the same hot phosphoric acid bath. After \(t_1 = 10.0\) min the first has lost \(d_1 = 28.0\) nm; after \(t_2 = 20.0\) min the second has lost \(d_2 = 70.0\) nm. Both removals are measured from the original surface, so they include the skin, and both samples were withdrawn after the skin had cleared.

Assume that each layer etches at its own constant rate, that the boundary between them is sharp, that the etch front stays flat, and that etching starts at \(t = 0\).

(a) Find the bulk rate \(r_b\), the time \(t_c\) at which the skin clears, and the skin rate \(r_s\).

(b) What in the data shows that the skin had cleared by \(t_1\), and that it is the slower layer?

(c) Each removal has a standard error of 0.3 nm and the skin thickness one of 0.1 nm, all independent. How well are the two rates known?

(d) Which departures from the assumptions matter most?

## Hints

1. Sketch removal against time. What shape is the curve, and where does its slope change?
2. What do the two samples have in common, and what did the second lose that the first did not?
3. Once the bulk rate is known, how long did the first sample spend etching bulk nitride? What was it doing for the rest of the time?
4. For (b), write the average rate \(d/t\) as a function of time and see whether it rises or falls.
5. For (c), remember that an error in \(d_1\) enters the skin rate twice: directly, and through the bulk rate.

## Solution

### (a) The two rates

The front needs a time \(dz/r(z)\) to cross a slice of thickness \(dz\), where \(r(z)\) is the etch rate at depth \(z\). The time to reach depth \(d\) is therefore

\[
t=\int_0^d \frac{dz}{r(z)} .
\]

In the skin \(r=r_s\), so the skin clears at

\[
t_c=\frac{s}{r_s}.
\]

For \(d\ge s\) the remaining thickness \(d-s\) is bulk, and

\[
t=t_c+\frac{d-s}{r_b}
\quad\Longrightarrow\quad
d(t)=s+r_b\,(t-t_c),\qquad t\ge t_c .
\]

Write this for both samples and subtract. The terms \(s\) and \(r_bt_c\) are the same in both and cancel:

\[
d_2-d_1=r_b(t_2-t_1)
\quad\Longrightarrow\quad
r_b=\frac{d_2-d_1}{t_2-t_1}=\frac{42.0\ \text{nm}}{10.0\ \text{min}}=4.20\ \text{nm/min}.
\]

The first sample lost \(d_1-s=26.0\) nm of bulk nitride, which took \(26.0/4.20=6.19\) min. The rest of its 10 min went on the skin:

\[
t_c=t_1-\frac{d_1-s}{r_b}=10.0-6.19=3.81\ \text{min},
\]

\[
r_s=\frac{s}{t_c}=\frac{2.0\ \text{nm}}{3.81\ \text{min}}=0.525\ \text{nm/min}.
\]

In SI units, \(r_b=7.00\times10^{-11}\) m/s and \(r_s=8.75\times10^{-12}\) m/s. The bulk etches 8.0 times as fast as the skin.

### (b) What the data show

The removed depth grows steadily with time and equals \(s\) at \(t_c\). Within this model, then, \(d_1\ge s\) if and only if \(t_1\ge t_c\). Here 28.0 nm is far above 2.0 nm, so the skin had cleared.

For the order of the rates, put \(t_c=s/r_s\) into the removal law and collect the terms in \(s\):

\[
d=r_bt+s-\frac{r_bs}{r_s}
=r_b(t-L),\qquad
L=\frac{s}{r_s}-\frac{s}{r_b}.
\]

The lag \(L\) is the extra time the skin costs compared with an equal thickness of bulk. Dividing by \(t\),

\[
\frac{d}{t}=r_b\left(1-\frac{L}{t}\right).
\]

If the skin is slower than the bulk, \(L>0\) and the average rate rises with time. If it is faster, \(L<0\) and the average falls. If the rates are equal, \(L=0\) and the average is constant. Here \(d_1/t_1=2.80\) nm/min and \(d_2/t_2=3.50\) nm/min, so the skin is slower.

The lag is 3.33 min. Neither average is the bulk rate: even after 20 min the average is low by the fraction \(L/t_2=3.33/20.0\), or 17% of \(r_b\). It approaches \(r_b\) when \(t\gg L\).

### (c) Uncertainty

Let \(\Delta t=t_2-t_1\). The bulk rate is a difference of two removals with equal independent errors \(\sigma_d\), so

\[
\sigma(r_b)=\frac{\sqrt2\,\sigma_d}{\Delta t}
=\frac{1.414\times0.3}{10.0}=0.042\ \text{nm/min},
\]

which is 1.0% of \(r_b\).

For the skin rate, first find how \(t_c=t_1-(d_1-s)/r_b\) responds. At fixed \(d_1\) and \(s\),

\[
\frac{\partial t_c}{\partial r_b}=\frac{d_1-s}{r_b^2}=\frac{t_1-t_c}{r_b},
\]

because \(d_1-s=r_b(t_1-t_c)\). Also \(\partial r_b/\partial d_1=-1/\Delta t\) and \(\partial r_b/\partial d_2=+1/\Delta t\). Adding the direct and indirect effects of \(d_1\),

\[
\frac{\partial t_c}{\partial d_1}
=-\frac1{r_b}-\frac{t_1-t_c}{r_b\Delta t}
=-\frac{\Delta t+t_1-t_c}{r_b\Delta t}
=-\frac{t_2-t_c}{r_b\Delta t}.
\]

The second removal acts through \(r_b\) alone:

\[
\frac{\partial t_c}{\partial d_2}=\frac{t_1-t_c}{r_b\Delta t}.
\]

Since \(r_s=s/t_c\), a change in \(t_c\) at fixed \(s\) gives \(\delta r_s=-(r_s/t_c)\,\delta t_c\). Hence

\[
\frac{\partial r_s}{\partial d_1}=\frac{r_s(t_2-t_c)}{t_c r_b\Delta t}=0.0531\ \text{min}^{-1},
\qquad
\frac{\partial r_s}{\partial d_2}=-\frac{r_s(t_1-t_c)}{t_c r_b\Delta t}=-0.0203\ \text{min}^{-1}.
\]

The thickness \(s\) appears both in the numerator of \(s/t_c\) and in \(t_c\), where \(\partial t_c/\partial s=1/r_b\):

\[
\frac{\partial r_s}{\partial s}=\frac1{t_c}-\frac{r_s}{t_c r_b}
=\frac{r_s}{s}\left(1-\frac{r_s}{r_b}\right)=0.230\ \text{min}^{-1},
\]

using \(1/t_c=r_s/s\). Multiplying each slope by its input error gives contributions of 0.0159, 0.0061 and 0.0230 nm/min from \(d_1\), \(d_2\) and \(s\). To first order, independent errors add in quadrature:

\[
\sigma(r_s)=\sqrt{0.0159^2+0.0061^2+0.0230^2}=0.029\ \text{nm/min},
\]

or 5.5% of \(r_s\). The results are \(r_b=4.20\pm0.04\) nm/min and \(r_s=0.53\pm0.03\) nm/min. The skin thickness is the largest source of error in the skin rate.

The slopes also guide the choice of times. With \(t_2\) and the input errors held fixed, moving \(t_1\) back towards \(t_c\) reduces both removal contributions to \(\sigma(r_s)\): the factor \((t_2-t_c)/\Delta t\) falls towards 1 and \((t_1-t_c)/\Delta t\) falls towards 0. The first sample must still be withdrawn late enough for the skin to have cleared everywhere.

### (d) Where the model fails

Two measurements fix two unknown rates and leave nothing over to test the assumptions. The table shows how far some departures, each applied alone, would shift the recovered rates. Their sizes are illustrative choices. For a mismatch between the samples, the shift also depends on its sign and on which sample is affected: a first sample 1 K hotter would raise \(r_s\) by 41%, and a first skin 0.1 nm thicker would lower it by 6.5%.

| Departure | Shift in \(r_b\) | Shift in \(r_s\) |
|---|---:|---:|
| Second sample 1 K hotter | +12.7% | −15.5% |
| Boundary graded over 1 nm (exponential rise) | 0.0% | +7.6% |
| Etching starts 0.1 min late | 0.0% | −2.6% |
| Second skin 0.1 nm thicker | −1.7% | +2.8% |
| Both removals read 0.3 nm low | 0.0% | −1.8% |

**Temperature.** Take a rough activation energy of 1 eV for both layers. At 160 °C (433 K), 1 K then raises both rates by 6.37%, a factor \(f=1.0637\). The second skin clears at \(t_c/f\), so

\[
d_2'=s+fr_b\left(t_2-\frac{t_c}{f}\right)=s+fr_bt_2-r_bt_c=75.35\ \text{nm}.
\]

The excess over 70.0 nm is \((f-1)r_bt_2=5.35\) nm, and all of it falls on the difference \(d_2-d_1\). Dividing by \(\Delta t\) gives a relative error in \(r_b\) of \((f-1)t_2/\Delta t\). This is twice the change in the rate itself because \(t_2=2\Delta t\) in this example. The inflated \(r_b\) leaves too little time for bulk etching in the first sample, so \(t_c\) comes out too long and \(r_s\) too low.

**Graded boundary.** Let the rate rise exponentially with depth from \(r_s\) to \(r_b\) across a width \(w=1\) nm centred on \(z=s\). With \(\rho=r_b/r_s=8\) and \(u\) the fraction of the width crossed, the crossing time is

\[
\frac{w}{r_s}\int_0^1\rho^{-u}\,du=\frac{w}{r_s}\,\frac{1-1/\rho}{\ln\rho}=0.80\ \text{min}.
\]

A sharp boundary would need \(\tfrac12w/r_s+\tfrac12w/r_b=1.07\) min for the same nanometre. The graded film is 0.27 min quicker, and the inversion credits this to a faster skin. The bulk rate is unaffected because both samples have passed the graded region. The shift in \(r_s\) depends on the profile as well as the width: if the rate rose linearly with depth across the same nanometre, the crossing would take \(w\ln\rho/(r_b-r_s)=0.57\) min and the shift would be +15%. Even the sign is not fixed: if \(1/r\) varies linearly across the zone the crossing takes the same 1.07 min as for a sharp boundary and the shift is zero, and a rate that stays low until late in the zone makes it negative.

**Offsets.** A late start common to both samples, or a common reading error, cancels in \(d_2-d_1\) but not in \(t_c\). A delay of 0.1 min, for example, is counted as skin time, and \(2.0/3.91\) is 2.6% below \(2.0/3.81\). A reading offset can arise if the skin is measured optically with the refractive index of the bulk. A skin of lower index then makes the starting thickness, and so both removals, read low. The amount depends on the index of the skin and the thickness of the film, and it can exceed the 0.3 nm of the table; an offset of 1 nm would lower \(r_s\) by about 6%.

**Uneven skin.** If the skin thickness varies across a sample, each spot obeys \(d=s+r_b(t-s/r_s)\) once cleared. This is linear in \(s\), so the mean removal obeys the same law with the mean thickness. The inversion survives, provided that every spot has cleared, etches vertically, and the measurement gives the area mean.

**The real bath.** Bulk nitride rates in phosphoric acid near 160 °C are roughly a few nm/min, and the example lies in that range. The skin rate depends on the oxygen content, so 0.53 nm/min belongs to this example and is not a material constant. At the sizes chosen for the table, a temperature mismatch between runs does the most harm: at 1 K its effect on \(r_s\) ranges from nearly three to more than seven times the 5.5% measurement error, depending on which sample is hotter and which one was at the intended temperature. The ranking depends on those sizes, on the assumed grading and on the assumed activation energy. A boundary with a larger width or a different profile could matter as much. With 0.55 eV in place of 1 eV, the 1 K shifts in \(r_s\) fall to between 9.5% and 18%, comparable with the +15% of the linear grading. The mismatch also presumes separate runs: if both samples sit together in a bath that warms steadily by 1 K over the 20 min, the shifts at 1 eV are only +4.7% in \(r_b\) and −3.3% in \(r_s\). Bath ageing and dissolved silica can also change the rates and are not included here.

A third sample would provide a partial check. The model predicts a removal of 49.0 nm at 15 min; a clear departure from that value would mean that the three samples do not share one straight line. Agreement would not confirm every assumption, because a graded boundary, a common late start and a common reading error all leave the points on a straight line.

## Variation 1: the first sample is withdrawn too early

*Suppose the first sample had been withdrawn at 2.0 min with 1.05 nm removed, the second measurement being unchanged. What are the rates?*

Since \(1.05\ \text{nm}<s\), the skin had not cleared. The formulas of part (a) would give \(r_b=3.83\) nm/min and \(r_s=0.89\) nm/min, both wrong. The first sample etched skin alone, so

\[
r_s=\frac{1.05}{2.0}=0.525\ \text{nm/min},\qquad t_c=\frac{2.0}{0.525}=3.81\ \text{min},
\]

and the second sample then gives

\[
r_b=\frac{d_2-s}{t_2-t_c}=\frac{68.0}{16.19}=4.20\ \text{nm/min}.
\]

The rates agree with part (a), but the precision does not. A removal error of 0.3 nm over 2.0 min is an error of 0.15 nm/min in \(r_s\), about five times that of part (c). The error passes through \(t_c\) into the bulk rate as well, whose standard error grows to 0.29 nm/min, about seven times that of part (c).

## Variation 2: the skin thickness is wrong

*The original data stand, but the skin is really 3.0 nm thick. Which results change?*

After clearing, \(d=r_b(t-L)\). The data therefore fix \(r_b\) and \(L\), and nothing else. These stay at 4.20 nm/min and 3.33 min. Solving \(L=s/r_s-s/r_b\) for the skin rate,

\[
r_s=\frac{s}{L+s/r_b}=\frac{3.0}{3.33+0.71}=0.74\ \text{nm/min}.
\]

This is 41% above the value for a 2.0 nm skin, yet both films give 28.0 nm at 10 min and 70.0 nm at 20 min. More measurements after clearing would sharpen \(r_b\) and \(L\) but could not separate the two films. That takes an independent skin thickness, or an accurate removal measured before the skin clears. At 2 min, for example, the two films differ by only 0.43 nm, so an error of 0.3 nm would be too large for a single reading to separate them clearly.

## Computed results

```
skin thickness s = 2.0 nm
removal d1 = 28.0 nm at t1 = 10.0 min
removal d2 = 70.0 nm at t2 = 20.0 min
extra removal d2-d1 = 42.0 nm in 10.0 min
bulk rate r_b = 4.200 nm/min
bulk removed by t1 = 26.0 nm
time in bulk by t1 = 6.190 min
clearing time t_c = 3.810 min
skin rate r_s = 0.5250 nm/min
bulk rate in SI = 7.000e-11 m/s
skin rate in SI = 8.750e-12 m/s
rate ratio r_b/r_s = 8.00
lag L = 3.333 min
average rate d1/t1 = 2.80 nm/min
average rate d2/t2 = 3.50 nm/min
predicted removal at 2 min = 1.05 nm
predicted removal at 15 min = 49.00 nm
too-early t1 = 2 min: false r_b = 3.831 nm/min
too-early t1 = 2 min: false r_s = 0.890 nm/min
same data, other skin: s = 3.0 nm
same data, other skin: r_s = 0.7412 nm/min
input error of each removal = 0.3 nm
input error of skin thickness = 0.1 nm
slope dr_s/dd1 = 0.0531 1/min
slope dr_s/dd2 = -0.0203 1/min
slope dr_s/ds = 0.2297 1/min
r_s error from d1 = 0.0159 nm/min
r_s error from d2 = 0.0061 nm/min
r_s error from s = 0.0230 nm/min
total error of r_s = 0.0286 nm/min
total error of r_s = 5.5 percent
total error of r_b = 0.0424 nm/min
total error of r_b = 1.0 percent
bath temperature = 433.15 K
rough activation energy = 1.0 eV
rate increase for 1 K = 6.37 percent
removal d2 if 1 K hotter = 75.35 nm
bias of recovered rates, percent (bulk, skin):
  2nd sample 1 K hotter: 12.7, -15.5
  graded boundary 1 nm: -0.0, 7.6
  start delay 0.1 min: -0.0, -2.6
  2nd skin 0.1 nm thicker: -1.7, 2.8
  reading offset -0.3 nm: 0.0, -1.8
worst random-film error = 1.7e-04 (relative)
```
